**Singly negative carbon vacancies at a negative-U transition level**

The program tests f = 1/[1 + exp(|U|/2kT)], the equilibrium fraction of singly negative carbon vacancies on one site of 4H-SiC when the Fermi level lies at the (0/2−) level. Here U is the (−/2−) level minus the (0/−) level, and kT is the thermal energy. It asserts agreement with integration over a lattice coordinate, diagonalized vibronic Hamiltonians, enumeration of spin occupations, and a count of 4000 vacancies with a fixed number of electrons. Further assertions cover the mass-action law, the maximum of f at the transition level, the effect of moving the Fermi level, the activation energy and an entropy difference. For |U| = 0.20 eV the fraction is 0.020 at 300 K and 0.126 at 600 K. With equal vacancy and donor densities of 10¹⁵ cm⁻³, free electrons pull the Fermi level off the transition level at 600 K and reduce the fraction to 0.100. The output also sizes the effects of a second lattice site, uncertainty in U, Coulomb disorder and slow electron emission, using rough material parameters.

## Numerical verification

```python
"""
Singly negative carbon vacancies in 4H-SiC at the (0/2-) transition level.

Result under test:  f = 1 / (1 + exp(|U| / (2 kT)))
  f    fraction of the vacancies of one lattice site that hold one electron
  e1   level (0/-), e2 level (-/2-), in eV from the conduction band edge
  U    e2 - e1, negative here; lattice relaxation is included in it
  mu   Fermi level in eV from the conduction band edge
The spin weights of the charge states 0, -, 2- are 1, 2, 1.
Material parameters are rough typical values, not fitted results.
"""
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

EV = sc.e
KB = sc.k / EV
HARTREE = sc.physical_constants["Hartree energy in eV"][0]

# Site A is the main example; site B is the other lattice site.
e1, e2 = -0.45, -0.65
e1_b, e2_b = -0.52, -0.62
U = e2 - e1
level = (e1 + e2) / 2
level_b = (e1_b + e2_b) / 2
n_vac = 1e15          # cm^-3
n_don = 1e15          # cm^-3
donor_level = -0.08   # eV
mass_dos = 0.39       # electron masses, per valley
valleys = 3
eps_r = 10.0
sigma = 1e-15         # capture cross-section, cm^2
plus_level = -1.5     # (+/0) level, eV
temps = (300, 400, 500, 600)


def formula(u, kT):
    return 1 / (1 + np.exp(-u / (2 * kT)))


def populations(mu, kT, a=e1, b=e2):
    """Explicit sum over the spin occupations of the defect orbital."""
    energy = (0.0, a, a + b)
    w = np.zeros(3)
    for up, down in product((0, 1), repeat=2):
        n = up + down
        w[n] += np.exp(-(energy[n] - n * mu) / kT)
    return w / w.sum()


# ---- Lattice relaxation as the origin of negative U ----
U_coul, force, stiff = 0.30, 2.0, 8.0      # eV, eV/A, eV/A^2
eps_orb = e1 + force**2 / (2 * stiff)
ion_mass = 28 * sc.atomic_mass


def surface(n, q):
    return (eps_orb * n + U_coul * (n == 2) - force * n * q
            + stiff * q**2 / 2)


relaxed = [minimize_scalar(lambda q, n=n: surface(n, q)).fun
           for n in range(3)]
U_relaxed = relaxed[2] - 2 * relaxed[1] + relaxed[0]
level_relaxed = (relaxed[2] - relaxed[0]) / 2
assert abs(U_relaxed - (U_coul - force**2 / stiff)) < 1e-9
assert abs(U_relaxed - U) < 1e-9
assert abs(level_relaxed - level) < 1e-9

q_grid = np.linspace(-1.5, 2.0, 7001)
spin_weight = (1, 2, 1)


def fraction_classical(kT):
    """Integrate the Boltzmann factor over the lattice coordinate."""
    w = [spin_weight[n] * np.exp(
        -(surface(n, q_grid) - n * level_relaxed) / kT).sum()
        for n in range(3)]
    return w[1] / sum(w)


stiff_si = stiff * EV / 1e-20
omega = np.sqrt(stiff_si / ion_mass)
quantum = sc.hbar * omega / EV
x_zero = np.sqrt(sc.hbar / (2 * ion_mass * omega)) * 1e10


def fraction_quantum(kT, size=320):
    """Diagonalize the coupled vibration for each electron number."""
    k = np.arange(size)
    w = []
    for n in range(3):
        diag = eps_orb * n + U_coul * (n == 2) + quantum * (k + 0.5)
        off = -force * n * x_zero * np.sqrt(k[1:])
        ev = eigh_tridiagonal(diag, off, eigvals_only=True)
        w.append(spin_weight[n]
                 * np.exp(-(ev - n * level_relaxed) / kT).sum())
    return w[1] / sum(w)


for T in temps:
    kT = KB * T
    target = formula(U, kT)
    assert abs(fraction_classical(kT) / target - 1) < 1e-7
    assert abs(fraction_quantum(kT) / target - 1) < 1e-7
    assert abs(populations(level, kT)[1] / target - 1) < 1e-10

# ---- Fixed electron number: no Fermi level enters ----
M = 4000


def fraction_counting(kT):
    single = np.arange(0, M + 1, 2)
    pairs = (M - single) / 2
    logw = (gammaln(M + 1) - 2 * gammaln(pairs + 1)
            - gammaln(single + 1) + single * np.log(2) - U * pairs / kT)
    w = np.exp(logw - logw.max())
    return (w * single).sum() / w.sum() / M


for T in temps:
    # A finite set of M defects differs by a relative amount of order 1/M.
    assert abs(fraction_counting(KB * T) / formula(U, KB * T) - 1) < 1 / M

# ---- Other Fermi levels, mass action, limits, slope ----
kT3 = KB * 300
kT6 = KB * 600
f3 = formula(U, kT3)
for shift in (-0.12, -0.03, 0.05, 0.10):
    p = populations(level + shift, kT3)
    away = 1 / (1 + np.exp(-U / (2 * kT3)) * np.cosh(shift / kT3))
    assert abs(p[1] / away - 1) < 1e-10
    assert abs(p[1]**2 / (p[0] * p[2]) / (4 * np.exp(U / kT3)) - 1) < 1e-9
best = minimize_scalar(lambda m: -populations(m, kT3)[1],
                       bounds=(level - 0.1, level + 0.13),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.x - level) < 1e-6
mean_electrons = populations(level, kT3) @ np.arange(3)
assert abs(mean_electrons - 1) < 1e-10
f_positive = populations(level, kT3, e2, e1)[1]
assert abs(f_positive - formula(-U, kT3)) < 1e-10
assert abs(populations(level, 1e3)[1] - 0.5) < 1e-4

beta, step = 1 / kT3, 1e-3
slope = -(np.log(fraction_classical(1 / (beta + step)))
          - np.log(fraction_classical(1 / (beta - step)))) / (2 * step)
assert abs(slope - (1 - f3) * abs(U) / 2) < 1e-6

# ---- Entropy: a softer lattice in the singly negative state ----
extra_entropy = 1.0                         # in units of k
stiffness = (stiff, stiff * np.exp(-2 * extra_entropy), stiff)
q_wide = np.linspace(-4, 4, 16001)
w = [spin_weight[n] * np.exp(
    -(relaxed[n] - n * level_relaxed
      + stiffness[n] * (q_wide - n * force / stiff)**2 / 2) / kT3).sum()
     for n in range(3)]
f_entropy = w[1] / sum(w)
f_entropy_formula = 1 / (1 + np.exp(-U / (2 * kT3) - extra_entropy))
assert abs(f_entropy / f_entropy_formula - 1) < 1e-7


# ---- Charge neutrality with nitrogen donors and free electrons ----
def band_density(T):
    m = mass_dos * sc.m_e
    return (2 * valleys * (m * sc.k * T / (2 * np.pi * sc.hbar**2))**1.5
            * 1e-6)


def free_electrons(mu, T):
    return band_density(T) * np.exp(mu / (KB * T))


def donor_occupation(mu, T):
    return 1 / (1 + 0.5 * np.exp((donor_level - mu) / (KB * T)))


def neutral_mu(T, sites):
    def excess(mu):
        held = sum(share * (populations(mu, KB * T, a, b) @ np.arange(3))
                   for share, a, b in sites)
        return (n_vac * held + free_electrons(mu, T)
                - n_don * (1 - donor_occupation(mu, T))) / n_don
    return brentq(excess, -1.2, -0.1, xtol=1e-14)


one_site = [(1.0, e1, e2)]
two_sites = [(0.5, e1, e2), (0.5, e1_b, e2_b)]
mu_neutral = {T: neutral_mu(T, one_site) for T in temps}
f_neutral = {T: populations(mu_neutral[T], KB * T)[1] for T in temps}
assert abs(f_neutral[300] / f3 - 1) < 1e-3
assert all(f_neutral[T] <= formula(U, KB * T) * (1 + 1e-10) for T in temps)

mu_two = neutral_mu(300, two_sites)
f_a = populations(mu_two, kT3)[1]
f_b = populations(mu_two, kT3, e1_b, e2_b)[1]
f_b_max = formula(e2_b - e1_b, kT3)
assert f_a < f3 and f_b < f_b_max
assert level < mu_two or level_b < mu_two

# ---- Coulomb disorder, positive state, equilibration time ----
spacing = (3 / (4 * np.pi * n_vac * 1e6))**(1 / 3)
disorder = 2 * sc.e / (4 * np.pi * sc.epsilon_0 * eps_r * spacing)
f_disorder = populations(level + disorder, kT3)[1]
plus_ratio = 2 * np.exp((plus_level - level) / kT6)


def emission_time(T, mu=level):
    """Detailed balance between V(2-) and V(-) plus a free electron."""
    speed = np.sqrt(8 * sc.k * T / (np.pi * mass_dos * sc.m_e)) * 100
    p = populations(mu, KB * T)
    return 1 / (sigma * speed * free_electrons(mu, T) * p[1] / p[2])


# The emission time must not depend on where the Fermi level lies.
assert abs(emission_time(300, level - 0.1) / emission_time(300) - 1) < 1e-8

# ---- Printed results ----
print(f"level (0/-) from band edge: {e1:.2f} eV")
print(f"level (-/2-) from band edge: {e2:.2f} eV")
print(f"level (0/2-) from band edge: {level:.2f} eV")
print(f"U: {U:.2f} eV")
print(f"|U|/2: {abs(U)/2:.3f} eV = {abs(U)/2/HARTREE:.6f} hartree")
print(f"model Coulomb repulsion: {U_coul:.2f} eV")
print(f"model force: {force:.1f} eV/A, stiffness: {stiff:.1f} eV/A^2")
print(f"model relaxation F^2/K: {force**2/stiff:.2f} eV")
print(f"model displacement per electron: {force/stiff:.2f} A")
print(f"model vibration quantum (28 u): {quantum:.4f} eV")
print(f"vacancy density: {n_vac:.1e} cm^-3, donors: {n_don:.1e} cm^-3")
for T in temps:
    kT = KB * T
    print(f"{T} K: kT = {kT:.5f} eV, |U|/2kT = {-U/(2*kT):.3f}")
    print(f"  fraction f = {formula(U, kT):.5f},"
          f" pure exponential = {np.exp(U/(2*kT)):.5f}")
    print(f"  neutrality: f = {f_neutral[T]:.5f},"
          f" mu - level = {mu_neutral[T]-level:.5f} eV")
    print(f"  free electrons at that mu:"
          f" {free_electrons(mu_neutral[T], T):.2e} cm^-3")
print(f"300 K singly negative density: {f3*n_vac:.2e} cm^-3")
print(f"300 K f from lattice integral: {fraction_classical(kT3):.5f}")
print(f"300 K f from quantum vibration: {fraction_quantum(kT3):.5f}")
print(f"300 K f from counting {M} defects: {fraction_counting(kT3):.5f}")
print(f"300 K f with U = +{abs(U):.2f} eV: {f_positive:.5f}")
print(f"300 K activation energy of f: {slope:.5f} eV")
print(f"300 K f with mu 0.10 eV off: {populations(level+0.10, kT3)[1]:.2e}")
for size in (0.15, 0.25):
    print(f"300 K f for |U| = {size:.2f} eV: {formula(-size, kT3):.5f}")
print(f"300 K f with extra entropy 1 k: {f_entropy:.5f}")
print(f"site B levels: {e1_b:.2f} and {e2_b:.2f} eV")
print(f"site B (0/2-) level: {level_b:.2f} eV, U: {e2_b-e1_b:.2f} eV")
print(f"site B largest f at 300 K: {f_b_max:.5f}")
print(f"two sites, 300 K: common mu = {mu_two:.5f} eV")
print(f"  f on A = {f_a:.5f}, on B = {f_b:.5f}, all = {(f_a+f_b)/2:.5f}")
print(f"Coulomb disorder energy: {disorder:.5f} eV")
print(f"300 K f shifted by disorder: {f_disorder:.5f}")
print(f"600 K donor occupation at level: {donor_occupation(level, 600):.2e}")
print(f"(+/0) level: {plus_level:.2f} eV; 600 K V(+)/V(0): {plus_ratio:.1e}")
print(f"capture cross-section: {sigma:.0e} cm^2")
print(f"band mass: {mass_dos:.2f} m_e, valleys: {valleys}")
print(f"donor level: {donor_level:.2f} eV, permittivity: {eps_r:.0f}")
print(f"V(2-) emission time, 300 K: {emission_time(300):.2e} s")
print(f"V(2-) emission time, 200 K: {emission_time(200):.2e} s")
print("finished without a failed check")
```

Running it gives:

```
level (0/-) from band edge: -0.45 eV
level (-/2-) from band edge: -0.65 eV
level (0/2-) from band edge: -0.55 eV
U: -0.20 eV
|U|/2: 0.100 eV = 0.003675 hartree
model Coulomb repulsion: 0.30 eV
model force: 2.0 eV/A, stiffness: 8.0 eV/A^2
model relaxation F^2/K: 0.50 eV
model displacement per electron: 0.25 A
model vibration quantum (28 u): 0.0346 eV
vacancy density: 1.0e+15 cm^-3, donors: 1.0e+15 cm^-3
300 K: kT = 0.02585 eV, |U|/2kT = 3.868
  fraction f = 0.02047, pure exponential = 0.02090
  neutrality: f = 0.02047, mu - level = -0.00000 eV
  free electrons at that mu: 1.06e+10 cm^-3
400 K: kT = 0.03447 eV, |U|/2kT = 2.901
  fraction f = 0.05210, pure exponential = 0.05496
  neutrality: f = 0.05210, mu - level = -0.00012 eV
  free electrons at that mu: 3.31e+12 cm^-3
500 K: kT = 0.04309 eV, |U|/2kT = 2.321
  fraction f = 0.08941, pure exponential = 0.09818
  neutrality: f = 0.08890, mu - level = -0.00479 eV
  free electrons at that mu: 1.01e+14 cm^-3
600 K: kT = 0.05170 eV, |U|/2kT = 1.934
  fraction f = 0.12630, pure exponential = 0.14456
  neutrality: f = 0.09961, mu - level = -0.03953 eV
  free electrons at that mu: 5.79e+14 cm^-3
300 K singly negative density: 2.05e+13 cm^-3
300 K f from lattice integral: 0.02047
300 K f from quantum vibration: 0.02047
300 K f from counting 4000 defects: 0.02047
300 K f with U = +0.20 eV: 0.97953
300 K activation energy of f: 0.09795 eV
300 K f with mu 0.10 eV off: 8.72e-04
300 K f for |U| = 0.15 eV: 0.05210
300 K f for |U| = 0.25 eV: 0.00788
300 K f with extra entropy 1 k: 0.05375
site B levels: -0.52 and -0.62 eV
site B (0/2-) level: -0.57 eV, U: -0.10 eV
site B largest f at 300 K: 0.12630
two sites, 300 K: common mu = -0.55942 eV
  f on A = 0.01921, on B = 0.11757, all = 0.06839
Coulomb disorder energy: 0.00464 eV
300 K f shifted by disorder: 0.02015
600 K donor occupation at level: 2.25e-04
(+/0) level: -1.50 eV; 600 K V(+)/V(0): 2.1e-08
capture cross-section: 1e-15 cm^2
band mass: 0.39 m_e, valleys: 3
donor level: -0.08 eV, permittivity: 10
V(2-) emission time, 300 K: 1.31e-01 s
V(2-) emission time, 200 K: 8.53e+04 s
finished without a failed check
```
